# Why Two-Colour Pyrometry Can Be Less Precise Than One Colour

A two-colour pyrometer finds temperature from the ratio of two thermal signals, at wavelengths \(\lambda_1<\lambda_2\). If both signals carry equal and independent fractional noise, the ratio temperature scatters more than the temperature read from the \(\lambda_1\) signal alone, by the factor

\[
F=\frac{\sigma_T^{\rm ratio}}{\sigma_T^{(1)}}=\frac{\sqrt2\,\lambda_2}{\lambda_2-\lambda_1}>\sqrt2 .
\]

This holds for small noise, narrow bands and the Wien regime defined below. It concerns precision, the random scatter of readings about their mean. Accuracy, the distance of that mean from the true temperature, is a separate matter, and there the ratio can be better or worse.

## An example: a silicon wafer at 1300 K

A wafer in a lamp-heated epitaxy reactor is at \(T=1300\) K. It is viewed at 850 nm and 950 nm, and each signal has random fractional errors of standard deviation \(s=0.5\,\%\), independent between the channels. Emissivity and calibration are held fixed.

The signal in a narrow band at \(\lambda\) follows Planck's law,

\[
S=\frac{G\,\varepsilon\,\lambda^{-5}}{e^{x}-1},\qquad x=\frac{c_2}{\lambda T},\qquad c_2=\frac{hc}{k}=14387.8\ \mu\text{m K},
\]

where \(\varepsilon\) is the emissivity and \(G\) collects window transmission, optics and detector response. Here

\[
x_1=\frac{14387.8}{0.850\times1300}=13.02,\qquad x_2=\frac{14387.8}{0.950\times1300}=11.65 .
\]

Both are large, so \(e^x-1\approx e^x\). This is the Wien regime, in which

\[
\ln S=\text{const}-\frac{c_2}{\lambda T},\qquad d\ln S=\frac{c_2}{\lambda T^2}\,dT=x\,\frac{dT}{T}.
\]

**One colour.** A fractional signal error \(\delta_1\) is read as a temperature error \(dT=T\delta_1/x_1\). The scatter is therefore

\[
\sigma_T^{(1)}=\frac{Ts}{x_1}=\frac{1300\times0.005}{13.02}=0.499\ \text{K}.
\]

**Two colours.** The logarithm of the ratio is \(\ln S_1-\ln S_2\), so its response to temperature is the difference of the two responses:

\[
d\ln\frac{S_1}{S_2}=(x_1-x_2)\frac{dT}{T}=1.37\,\frac{dT}{T}.
\]

Its error is \(\delta_1-\delta_2\). For independent errors the variances add, whatever the sign between them, and the standard deviation is \(\sqrt{s^2+s^2}=\sqrt2\,s=0.707\,\%\). Hence

\[
\sigma_T^{\rm ratio}=\frac{T\sqrt2\,s}{x_1-x_2}=\frac{1300\times0.00707}{1.3705}=6.71\ \text{K}.
\]

The ratio is less precise by a factor 13.4. Numerical inversion of simulated Planck signals with this noise gives the same scatters, 0.499 K and 6.71 K.

The factor has two parts. Noise in a second channel contributes \(\sqrt2\). The larger part, \(x_1/(x_1-x_2)=9.5\), comes from lost signal: when the wafer warms by 0.1 %, the two signals rise by about 1.3 % and 1.2 %, and the ratio keeps only the difference.

Scatter can be averaged down. The mean of \(N\) independent readings has a standard deviation smaller by \(\sqrt N\), so matching one single-colour reading takes \(F^2\approx181\) independent ratio readings.

## The general statement and its proof

Let the channels have fractional errors \(\delta_1,\delta_2\) with standard deviations \(s_1,s_2\) and correlation coefficient \(\rho\). Define the sensitivity \(n=d\ln S/d\ln T\) without the Wien approximation. At fixed \(\lambda\), \(x\propto1/T\), so \(dx/d\ln T=-x\), and

\[
n=-\frac{d}{d\ln T}\ln(e^x-1)=\frac{x\,e^x}{e^x-1}=\frac{x}{1-e^{-x}} .
\]

One channel gives \(\sigma_T^{(1)}/T=s_1/n_1\). For the ratio,

\[
\operatorname{var}(\delta_1-\delta_2)=s_1^2+s_2^2-2\rho s_1s_2,\qquad
\frac{\sigma_T^{\rm ratio}}{T}=\frac{\sqrt{s_1^2+s_2^2-2\rho s_1s_2}}{n_1-n_2}.
\]

Dividing the second result by the first gives

\[
\frac{\sigma_T^{\rm ratio}}{\sigma_T^{(1)}}=\sqrt{1+\frac{s_2^2}{s_1^2}-2\rho\frac{s_2}{s_1}}\;\frac{n_1}{n_1-n_2}.
\]

In the Wien regime \(n=x\), and \(c_2/T\) cancels:

\[
\frac{x_1}{x_1-x_2}=\frac{1/\lambda_1}{1/\lambda_1-1/\lambda_2}=\frac{1/\lambda_1}{(\lambda_2-\lambda_1)/(\lambda_1\lambda_2)}=\frac{\lambda_2}{\lambda_2-\lambda_1}.
\]

With \(s_1=s_2\) and \(\rho=0\) the square root is \(\sqrt2\), which proves the formula for \(F\). The factor depends on neither the temperature nor the noise level, as long as the noise is small enough for the linear treatment.

**Beyond the Wien regime the loss is larger.** Write

\[
n=x+g(x),\qquad g(x)=\frac{x}{e^x-1},\qquad g'(x)=\frac{e^x-1-xe^x}{(e^x-1)^2}.
\]

The numerator of \(g'\) vanishes at \(x=0\) and has derivative \(-xe^x<0\), so \(g\) falls with \(x\). Since \(x_1>x_2\), it follows that \(n_1-n_2<x_1-x_2\), while \(n_1>x_1\). The difference \(n_1-n_2\) stays positive, because

\[
\frac{dn}{dx}=\frac{1-(1+x)e^{-x}}{(1-e^{-x})^2}>0
\]

by \(e^x>1+x\). Thus \(\sqrt2\,n_1/(n_1-n_2)\) exceeds its Wien value. For the wafer the excess is 0.0055 %.

**Limits of the wavelength choice.** As \(\lambda_2\to\lambda_1\), \(F\) diverges as \(1/(\lambda_2-\lambda_1)\). With 850 nm kept as the first wavelength, \(F\) is 25.5, 13.4, 9.4 and 7.4 for a second wavelength of 900, 950, 1000 and 1050 nm. At very long \(\lambda_2\) the Wien formula tends to \(\sqrt2\), but there \(x_2\) is no longer large. Planck's law gives \(n_2\to1\), and the limit is \(\sqrt2\,n_1/(n_1-1)\), still above \(\sqrt2\).

**Comparison with the longer wavelength.** If the alternative is the \(\lambda_2\) channel alone, with the same fractional noise, \(n_1\) in the numerator is replaced by \(n_2\):

\[
\frac{\sigma_T^{\rm ratio}}{\sigma_T^{(2)}}=\frac{\sqrt2\,n_2}{n_1-n_2}\;\to\;\frac{\sqrt2\,\lambda_1}{\lambda_2-\lambda_1}\quad\text{(Wien)}.
\]

In the Wien regime this is below 1 when \(\lambda_2>(1+\sqrt2)\lambda_1\approx2.41\,\lambda_1\). With Planck's law the crossing lies slightly higher, at \(2.43\,\lambda_1\) for \(\lambda_1=850\) nm and 1300 K. For a blackbody at 1300 K with \(\lambda_1=850\) nm, the simulated value is 12.0 for \(\lambda_2=950\) nm, 1.42 for 1700 nm and 0.74 for 2500 nm. A wide pair can therefore beat its own long-wavelength channel, though not its short-wavelength one under equal independent noise.

## Unequal and correlated noise

Suppose the second channel is noiseless, \(s_2=0\). The factor becomes \(\lambda_2/(\lambda_2-\lambda_1)\), which is 9.5 for the wafer. A better second detector cannot restore the sensitivity lost in the subtraction.

If photon counting sets the noise, \(s_i=1/\sqrt{N_i}\) for \(N_i\) counts, and \(s_2^2/s_1^2=N_1/N_2\). With equal bandwidths, quantum efficiencies and emissivities, \(N_2/N_1=2.52\) here, because the wafer is brighter at 950 nm. Keeping \(s_1=0.5\,\%\), the factor is

\[
\sqrt{1+1/2.52}\times9.5=11.2 .
\]

Correlation can reverse the verdict. Vibration or a flickering obstruction moves both signals together, and the ratio removes that part. For equal noise the factor is \(\sqrt{2(1-\rho)}\,\lambda_2/(\lambda_2-\lambda_1)\). Setting it to 1 gives

\[
2(1-\rho)=\left(1-\frac{\lambda_1}{\lambda_2}\right)^2,\qquad
\rho_{\rm even}=1-\frac12\left(1-\frac{\lambda_1}{\lambda_2}\right)^2=0.9945 .
\]

Above this correlation the ratio is the more precise reading. For so close a pair, nearly all of the noise variance must be common to both channels.

## Where the information goes

Two signals contain more information than one, so the loss must lie in how they are used. Let \(u=dT/T\) be the fractional departure from a reference temperature, and let \(y_i=n_iu+\delta_i\) be the measured departures of \(\ln S_i\), with equal independent noise. A linear estimate \(\hat u=a_1y_1+a_2y_2\) has the correct mean for every \(u\) if \(a_1n_1+a_2n_2=1\). Its variance is \(s^2(a_1^2+a_2^2)\). The Cauchy–Schwarz inequality gives

\[
1=(a_1n_1+a_2n_2)^2\le(a_1^2+a_2^2)(n_1^2+n_2^2),
\]

so the smallest scatter among such estimates is

\[
\frac{\sigma_T^{\rm best}}{T}=\frac{s}{\sqrt{n_1^2+n_2^2}},
\]

reached when \(a_i\propto n_i\). For the wafer this is 0.37 K, better than the 0.50 K of one channel. When both gains are known and the noise is independent, the logarithms of the signals should be added with positive weights, not subtracted as in the ratio. With equal but correlated noise the best weight of the second channel is proportional to \(n_2-\rho n_1\) and turns negative above \(\rho=n_2/n_1\approx0.89\).

Now let an unknown common factor multiply both signals. Its logarithm \(\gamma\) adds to both data: \(y_i=n_iu+\gamma+\delta_i\). The estimate is independent of \(\gamma\) only if \(a_1+a_2=0\). Together with \(a_1n_1+a_2n_2=1\) this fixes \(a_1=-a_2=1/(n_1-n_2)\), which is the ratio method, with variance \(2s^2/(n_1-n_2)^2\). The 6.71 K is the price of not knowing the common gain.

## What the price buys, and when it buys nothing

Suppose a deposit on the window removes a fraction \(f=5\,\%\) of both signals. In the Wien regime the single-colour reading \(T'\) satisfies

\[
-\frac{c_2}{\lambda_1T'}=-\frac{c_2}{\lambda_1T}+\ln(1-f)
\quad\Rightarrow\quad
T'=\frac{T}{1-\ln(1-f)/x_1}=\frac{1300}{1+0.0513/13.02},
\]

which is 5.1 K too low. The ratio is unchanged. The single-colour bias equals the 6.71 K ratio scatter at a loss of 6.5 %. That figure compares a bias with the scatter of one ratio reading. Averaging shrinks the scatter but not the bias, so with many independent readings the ratio becomes preferable at smaller common losses.

The cancellation requires the change to be common. If \(\varepsilon_1/\varepsilon_2\) departs from its calibrated value, the first-order error is

\[
\delta T=\frac{T}{n_1-n_2}\,\delta\ln\frac{\varepsilon_1}{\varepsilon_2},
\]

with the same small denominator. A 1 % rise in the emissivity ratio makes the ratio reading 9.5 K too high. A 1 % rise in \(\varepsilon_1\) moves the single-colour reading by about 1 K.

A growing transparent film produces such changes. Take an oxide of index \(n_f=1.45\) and thickness \(d\) on opaque silicon of index \(n_s=3.8\), viewed at normal incidence. The indices are rough and taken equal at both wavelengths. Such a film belongs to oxidation or oxide deposition, not to silicon epitaxy on a bare wafer; the temperature and wavelengths are kept for comparison. The amplitude reflection coefficients of the upper and lower surfaces are

\[
r_a=\frac{1-n_f}{1+n_f},\qquad r_b=\frac{n_f-n_s}{n_f+n_s},
\]

and a round trip in the film adds the phase \(\phi=4\pi n_fd/\lambda\). Light entering and leaving the film gains the factor \(1-r_a^2\), and each internal reflection at the top gives \(-r_a\). Summing the geometric series,

\[
r=r_a+\frac{(1-r_a^2)\,r_be^{i\phi}}{1+r_ar_be^{i\phi}}=\frac{r_a+r_be^{i\phi}}{1+r_ar_be^{i\phi}},\qquad \varepsilon=1-|r|^2 .
\]

The last step is Kirchhoff's law: what an opaque wafer does not reflect it absorbs, and emissivity equals absorptivity.

With both methods calibrated on bare silicon, \(\varepsilon=0.66\), and \(d\) varied from 0 to 500 nm, the largest single-colour error is +34 K, reached at 146.5 nm and again near 440 nm. There the film is one or three quarter-waves thick for 850 nm, and the emissivity rises to 0.92. The largest ratio error is +152 K, at 400 nm. At that thickness \(\phi/2\pi\) is 1.36 for 850 nm but 1.22 for 950 nm, so the two interference patterns are out of step, and the formula gives \(\varepsilon_1\approx0.86\) against \(\varepsilon_2\approx0.75\). Judged by the largest error over this range of thickness, the ratio is here less accurate as well as less precise. The ratio error also changes sign, reaching −113 K at 500 nm. At some thicknesses, about 15 % of the range and 146 nm among them, its error is nevertheless the smaller of the two. The figures depend on the rough indices: silicon indices between 3.65 and 4.0 at 850 nm, with a value 0.05 lower at 950 nm, give largest errors of 32 to 35 K for one colour and 147 to 161 K for the ratio.

## The model beside a real reactor

A temperature near 1300 K is typical, roughly, of silicon epitaxy from chlorosilanes. The 0.5 % noise is a round value, and a good detector on so bright a target may do better; both scatters then shrink, and \(F\) stays the same as long as the noise remains equal in the two channels; in the photon-counting limit it is 11.2 instead. A flat-topped filter band 10 nm wide changes \(F\) by about 0.025 %, and a Gaussian band of 10 nm full width at half maximum by about 0.055 %. Transmission through the wafer is small: with a rough cold-silicon absorption coefficient of 150 /cm at 950 nm and a thickness of 725 μm, the internal transmission is \(e^{-10.9}\approx2\times10^{-5}\), and hot silicon absorbs more strongly there as its gap narrows. An index higher by 0.05 at 850 nm alone would shift an uncalibrated ratio reading by −7 K; a constant offset of this kind can be calibrated out. Stray lamp light varies with the lamp power, so it is harder to calibrate out. If light with the spectrum of a 2800 K filament adds 1 % to the 850 nm signal, it adds 0.48 % at 950 nm, assuming equal reflection at both wavelengths. The single-colour reading then rises by 1.0 K and the ratio reading by 4.9 K. The 1 % is an illustrative figure and a demanding one: a 2800 K blackbody is about 1070 times brighter than one at 1300 K at 850 nm and about 520 times at 950 nm, so 1 % corresponds to only about \(6\times10^{-6}\) of the filament radiance reaching the detector. For the same reason such a source filling the view behind the wafer would add about 0.6 % at 950 nm through the cold-silicon transmission given above, and less through hot silicon. The assumption most open to doubt is that the noise is independent, since wafer wobble and vibration act on both channels; the break-even correlation of 0.9945 shows how far that must go before the ratio becomes the more precise method for this pair.

The numerical output below lists the main values with their units.

## Values computed for the example and the checks

```
wafer temperature: 1300 K
wavelengths: 850 and 950 nm
noise per channel: 0.50 %
second radiation constant c2: 14387.8 um K
x at lambda1, lambda2: 13.021, 11.650
sensitivity difference n1-n2: 1.3705
single-colour scatter, formula: 0.499 K
single-colour scatter, simulated: 0.499 K
ratio scatter, formula: 6.71 K
ratio scatter, simulated: 6.71 K
factor for 850/900 nm, formula, simulated: 25.46, 25.49
factor for 850/950 nm, formula, simulated: 13.44, 13.45
factor for 850/1000 nm, formula, simulated: 9.43, 9.44
factor for 850/1050 nm, formula, simulated: 7.42, 7.43
ratio readings to match one single: 181
ratio scatter / scatter at 950 nm alone: 12.032
ratio scatter / scatter at 1700 nm alone: 1.419
ratio scatter / scatter at 2500 nm alone: 0.743
factor with noiseless second channel: 9.50
photon count ratio N2/N1: 2.524
factor with photon counting noise: 11.25
break-even noise correlation: 0.99446
simulated factor at break-even: 0.999
best two-signal scatter, known gains: 0.371 K
scatter with unknown common gain: 6.71 K
common window loss: 5.0 %
its single-colour bias: -5.10 K
its ratio bias: 0.00 K
loss giving single bias = ratio scatter: 6.53 %
ratio bias, +1 % emissivity ratio: 9.51 K
Planck change of factor: 0.0055 %
filter width: 10 nm
filter-width change of factor: 0.024 %
lamp filament temperature: 2800 K
stray light at lambda1, lambda2: 1.00, 0.48 %
stray bias, single, ratio: 0.99, 4.91 K
rough absorption at 950 nm, cold Si: 150 /cm
wafer thickness: 725 um
internal wafer transmission: 1.9e-05
rough indices, silicon, oxide: 3.80, 1.45
bare-wafer emissivity: 0.660
ratio bias, Si index +0.05 at lambda1: -7.22 K
largest oxide-film emissivity at lambda1: 0.917
worst film bias, single: 33.8 K at 146 nm oxide
worst film bias, ratio: 151.7 K at 400 nm oxide
```
